# Evanescent transport and shot noise through a single Weyl node: verification in Python

```python
# One Weyl node H = hbar v chi sigma.k + V(x); slab 0<x<L, section W x W, step-doped leads.
# Symbols: eps = E/(hbar v) in the slab, K = (E-V)/(hbar v) in the leads, q = |(ky,kz)|,
# g = G/(e^2/h) = sum T, Fano factor F = sum T(1-T)/sum T, sigma = G L/W^2.
# Under test (eps=0, KL, W/L large): T = sech^2(qL), g = ln2/(2 pi) (W/L)^2,
# F = 1/3 + 1/(6 ln2), sigma ~ 1/L, and the finite-K, finite-eps, finite-W corrections.
# Independent road: numerical scattering solution of the unrotated Weyl equation.
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.special import k0, k1, zeta
from scipy.constants import e, h, hbar, k as kB

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.array([[1, 0], [0, -1]], complex)
ln2 = np.log(2)

def generator(kappa, M, chi):          # psi' = A psi
    return 1j*chi*sx @ (kappa*np.eye(2) - chi*M)

def lead_modes(K, M, chi):             # unit-current right mover, left mover
    vec = np.linalg.eig(generator(K, M, chi))[1]
    cur = np.array([chi*(vec[:, i].conj() @ sx @ vec[:, i]).real for i in (0, 1)])
    vec = vec/np.sqrt(abs(cur))
    i = int(np.argmax(cur))
    return vec[:, i], vec[:, 1-i]

def scatter(ky, kz, L, K, eps=0.0, chi=1, ry=1.0, rz=1.0, Kright=None):
    M = ry*ky*sy + rz*kz*sz            # ry = vy/vx, rz = vz/vx
    a, b = lead_modes(K, M, chi)
    out = a if Kright is None else lead_modes(Kright, M, chi)[0]
    U = expm(generator(eps, M, chi)*L)
    r, t = np.linalg.solve(np.column_stack([U @ b, -out]), -U @ a)
    return abs(t)**2, abs(r)**2

def modes(Wy, Wz, L, K, shift=0.0, chi=1, ry=1.0, rz=1.0, cut=12.0):
    ny = int(cut*Wy/(2*np.pi*L*ry)) + 1
    nz = int(cut*Wz/(2*np.pi*L*rz)) + 1
    T = []
    for i in range(-ny, ny+1):
        for j in range(-nz, nz+1):
            ky, kz = 2*np.pi*(i+shift)/Wy, 2*np.pi*(j+shift)/Wz
            if np.hypot(ry*ky, rz*kz)*L < cut:   # dropped tail about 1e-9
                T.append(scatter(ky, kz, L, K, 0.0, chi, ry, rz)[0])
    return np.array(T)

fano = lambda T: np.sum(T*(1-T))/np.sum(T)
g0, F0 = ln2/(2*np.pi), 1/3 + 1/(6*ln2)

# transmission formula for arbitrary eps, K, chirality, direction, anisotropy
rng = np.random.default_rng(1)
for _ in range(200):
    ky, kz = rng.uniform(-2.5, 2.5, 2)
    ry, rz = rng.uniform(0.5, 1.2, 2)
    K = rng.choice([-1, 1])*rng.uniform(5, 15)
    eps, chi = rng.uniform(-3, 3), rng.choice([-1, 1])
    T, R = scatter(ky, kz, 1.0, K, eps, chi, ry, rz)
    q2 = (ry*ky)**2 + (rz*kz)**2
    k = np.sqrt(complex(eps**2 - q2))
    inv = (np.cos(k)**2 + (np.sin(k)/k)**2*(eps*K - q2)**2/(K*K - q2)).real
    assert abs(T + R - 1) < 1e-9 and abs(T*inv - 1) < 1e-8
T = scatter(1.2, -0.5, 1.0, 3.0)[0]
assert abs(1/T - 1 - np.sinh(1.3)**2*9/(9 - 1.69)) < 1e-10
for Kr in (1e5, -1e5):                 # n-n and n-p leads, corrections at most q/K
    assert abs(scatter(1.2, -0.5, 1.0, 1e5, Kright=Kr)[0]*np.cosh(1.3)**2 - 1) < 1e-4

# integrals
x = sp.symbols('x')
ch = sp.cosh(x)
ident = sp.expand((sp.diff(ch**-2, x, 2) - 4*ch**-2 + 6*ch**-4)*ch**4)
assert sp.simplify(sp.expand(ident.rewrite(sp.exp))) == 0
mom = lambda n, m: quad(lambda s: s**n/np.cosh(s)**m, 0, 40, epsabs=1e-13, epsrel=1e-13, limit=200)[0]
z3 = zeta(3)
assert abs(mom(1, 2) - ln2) < 1e-10 and abs(mom(1, 4) - (2*ln2/3 - 1/6)) < 1e-10
assert abs(mom(3, 2) - 9*z3/8) < 1e-10 and abs(mom(3, 4) - (3*z3/4 - ln2)) < 1e-10

# main result from explicit mode sums, both boundary conditions
wide = {}
for shift in (0.0, 0.5):
    T = modes(14, 14, 1.0, 1e4, shift)
    wide[shift] = T
    assert abs(T.sum()/(g0*196) - 1) < 1e-6 and abs(fano(T) - F0) < 5e-6
# eigenvalue density through its moments
for n in (1, 2, 3):
    rho = quad(lambda t: t**(n-1)*np.arccosh(t**-0.5)/np.sqrt(1-t), 0, 1, limit=200)[0]
    assert abs(np.sum(wide[0.0]**n)/(196*rho/(4*np.pi)) - 1) < 1e-4
# anisotropic node of opposite chirality
T = modes(8, 20, 1.0, 1e4, 0.0, -1, 0.5, 1.5)
assert abs(T.sum()/(g0*160/0.75) - 1) < 1e-5 and abs(fano(T) - F0) < 2e-5

# continuum integrals of the solver output
u, w = np.polynomial.legendre.leggauss(80)
qs, ws = 7*(u+1), 7*w
profile = lambda K, eps=0.0: np.array([scatter(0.6*q, 0.8*q, 1.0, K, eps)[0] for q in qs])
Tq = np.array([scatter(q, 0.0, 1.0, 1e5)[0] for q in qs])
g_gr, F_gr = 2*ws @ Tq/(2*np.pi), ws @ (Tq*(1-Tq))/(ws @ Tq)
assert abs(g_gr - 1/np.pi) < 1e-8 and abs(F_gr - 1/3) < 1e-8
c = 1 + 3*z3/(8*ln2)
c_num = (1 - (ws*qs) @ profile(300.0)/ln2)*300**2
assert abs(c_num/c - 1) < 1e-3         # next order is 1/(KL)^2
J = quad(lambda s: np.tanh(s)**2/np.cosh(s)**2/s, 0, 40, limit=200)[0]
a = (0.5 - J)/ln2
d = 0.02
a_num = (ws*qs) @ (profile(1e5, d) + profile(1e5, -d) - 2*profile(1e5))/(2*d*d*ln2)
assert abs(a_num/a - 1) < 2e-3         # next order is (eps L)^2

# finite width
def poisson(ratio, anti):
    s = 0.0
    for i in range(-8, 9):
        for j in range(-8, 9):
            if i or j:
                y = (np.arange(6) + 0.5)*np.pi*np.hypot(i, j)*ratio
                s += (-1)**((i+j)*anti % 2)*2*np.sum(y*k1(y) - k0(y))
    return s/ln2
for anti in (0, 1):
    assert abs(modes(3, 3, 1.0, 1e5, anti/2).sum()/(9*g0) - 1 - poisson(3, anti)) < 1e-7
lead = lambda r: 8*(np.pi*r/2*k1(np.pi*r/2) - k0(np.pi*r/2))/ln2
assert abs(poisson(10, 0)/lead(10) - 1) < 5e-3 and abs(poisson(10, 1)/lead(10) + 1) < 5e-3
g_per, g_anti = modes(1, 1, 1.0, 1e5).sum(), modes(1, 1, 1.0, 1e5, 0.5).sum()
g_anti_f = 16*np.exp(-2*np.sqrt(2)*np.pi)
assert abs(g_per - 1) < 1e-4 and abs(g_anti/g_anti_f - 1) < 1e-3

print(f"ln2/(2 pi) = {g0:.6f}; F = {F0:.6f}; 1/(6 ln2) = {1/(6*ln2):.6f}")
print(f"int x sech^2 = {mom(1,2):.6f}; int x sech^4 = {mom(1,4):.6f}")
print(f"int x^3 sech^2 = {mom(3,2):.6f}; int x^3 sech^4 = {mom(3,4):.6f}")
for s, name in ((0.0, "periodic"), (0.5, "antiperiodic")):
    print(f"W/L=14, KL=1e4, {name}: g (L/W)^2 = {wide[s].sum()/196:.6f}, F = {fano(wide[s]):.6f}")
print(f"graphene flavour (solver): g L/W = {g_gr:.6f}, F = {F_gr:.6f}")
print(f"c = {c:.5f} (solver, KL=300: {c_num:.5f})")
print(f"J = {J:.5f}; a = {a:.5f} (solver, eps L=0.02: {a_num:.5f})")
print(f"W/L=3 relative width correction: periodic {poisson(3,0):.5f}, antiperiodic {poisson(3,1):.5f}")
print(f"W/L=1: g periodic = {g_per:.6f}, wide formula = {g0:.6f}")
print(f"W/L=1: g antiperiodic = {g_anti:.4e}, asymptote = {g_anti_f:.4e}")

# worked example
v, EF, bias = 5e5, 300.0, 0.1          # m/s, meV, mV
hv = hbar*v/e*1e12                     # meV nm
K, GQ = EF/hv, e**2/h
print(f"inputs: v = {v:.1e} m/s, lead E_F = {EF:.0f} meV, bias = {bias} mV, periodic")
print(f"e^2/h = {GQ*1e6:.4f} uS; hbar v = {hv:.3f} meV nm; K = {K:.5f} 1/nm")
print(f"e*bias/k_B = {bias*1e-3*e/kB:.3f} K")
sig = []
for L, W in ((100.0, 1000.0), (200.0, 2000.0)):
    T = modes(W, W, L, K)
    g, gf = T.sum(), g0*(W/L)**2
    dK, dW = -c/(K*L)**2, poisson(W/L, 0)
    assert abs(g/gf - 1 - dK - dW) < 2e-6 and abs(fano(T) - F0) < 1e-3
    sig.append(g*GQ*L/W**2*1e9)
    I = gf*GQ*bias*1e-3
    print(f"--- L = {L:.0f} nm, W = {W:.0f} nm")
    print(f"hbar v/L = {hv/L:.4f} meV = {hv/L*1e-3*e/kB:.2f} K; KL = {K*L:.2f}")
    print(f"formula: g = {gf:.4f}, G = {gf*GQ*1e6:.2f} uS, R = {1/(gf*GQ):.1f} ohm")
    print(f"formula: sigma = {GQ*g0/L*1e9:.3f} S/m")
    print(f"mode sum: g = {g:.4f}, F = {fano(T):.5f}, sigma = {sig[-1]:.3f} S/m")
    print(f"relative corrections: lead {dK:.3e}, width {dW:.3e}")
    print(f"relative energy correction at E = e*bias: {a*(bias*L/hv)**2:.3e}")
    print(f"I = {I*1e9:.3f} nA; 2eI = {2*e*I:.4e} A^2/Hz; S = {2*e*I*F0:.4e} A^2/Hz")
assert abs(sig[1]/sig[0] - 0.5) < 2e-4  # residual set by the lead correction
print(f"sigma(200 nm)/sigma(100 nm) from mode sums = {sig[1]/sig[0]:.5f}")
print("checks complete")
```

Printed output:

```
ln2/(2 pi) = 0.110318; F = 0.573783; 1/(6 ln2) = 0.240449
int x sech^2 = 0.693147; int x sech^4 = 0.295431
int x^3 sech^2 = 1.352314; int x^3 sech^4 = 0.208395
W/L=14, KL=1e4, periodic: g (L/W)^2 = 0.110318, F = 0.573782
W/L=14, KL=1e4, antiperiodic: g (L/W)^2 = 0.110318, F = 0.573783
graphene flavour (solver): g L/W = 0.318310, F = 0.333333
c = 1.65033 (solver, KL=300: 1.65033)
J = 0.38493; a = 0.16601 (solver, eps L=0.02: 0.16602)
W/L=3 relative width correction: periodic 0.29390, antiperiodic -0.20061
W/L=1: g periodic = 1.000056, wide formula = 0.110318
W/L=1: g antiperiodic = 2.2130e-03, asymptote = 2.2135e-03
inputs: v = 5.0e+05 m/s, lead E_F = 300 meV, bias = 0.1 mV, periodic
e^2/h = 38.7405 uS; hbar v = 329.106 meV nm; K = 0.91156 1/nm
e*bias/k_B = 1.160 K
--- L = 100 nm, W = 1000 nm
hbar v/L = 3.2911 meV = 38.19 K; KL = 91.16
formula: g = 11.0318, G = 427.38 uS, R = 2339.9 ohm
formula: sigma = 42.738 S/m
mode sum: g = 11.0297, F = 0.57361, sigma = 42.729 S/m
relative corrections: lead -1.986e-04, width 8.311e-06
relative energy correction at E = e*bias: 1.533e-04
I = 42.738 nA; 2eI = 1.3695e-26 A^2/Hz; S = 7.8577e-27 A^2/Hz
--- L = 200 nm, W = 2000 nm
hbar v/L = 1.6455 meV = 19.10 K; KL = 182.31
formula: g = 11.0318, G = 427.38 uS, R = 2339.9 ohm
formula: sigma = 21.369 S/m
mode sum: g = 11.0313, F = 0.57364, sigma = 21.368 S/m
relative corrections: lead -4.965e-05, width 8.311e-06
relative energy correction at E = e*bias: 6.131e-04
I = 42.738 nA; 2eI = 1.3695e-26 A^2/Hz; S = 7.8577e-27 A^2/Hz
sigma(200 nm)/sigma(100 nm) from mode sums = 0.50007
checks complete
```
